\section*{Largest centre distances of corner-, edge- and face-sharing regular octahedra}

\section*{Problem}

In many oxides each metal atom sits at the centre of an octahedron of oxygen atoms, and neighbouring octahedra are joined by common oxygens. Suppose that in a disordered film a metal--metal distance is known, but not how the two octahedra are joined. This exercise finds what geometry alone allows one to conclude from the distance.

Take two regular octahedra with centres $M_1$ and $M_2$. Every centre--vertex distance (the bond length) is $d$. The octahedra may touch, but their interiors do not overlap. Let $D=|M_1M_2|$.

\begin{enumerate}
\item[(a)] Show that $D$ is at most $2d$ if one vertex is shared, at most $\sqrt2\,d\approx1.414\,d$ if an edge is shared, and at most $2d/\sqrt3\approx1.155\,d$ if a face is shared. Show also that no other kind of sharing is possible.
\item[(b)] Show that each bound is attained.
\item[(c)] Find the angle $M_1$--ligand--$M_2$ at a shared vertex in each limiting case.
\item[(d)] Find the smallest distance that non-overlap permits. Which kinds of sharing can be excluded from a known $D$, and which cannot?
\item[(e)] For FeO take the rough bond length $d=0.216$ nm. Evaluate the bounds and compare them with the ideal rock-salt structure. Two iron atoms in a disordered film, both octahedrally coordinated and joined by at least one oxygen, are $0.380$ nm apart. How are their octahedra joined, and what is the Fe--O--Fe angle?
\item[(f)] Does the answer to (e) survive if shared O--O distances are 10\% shorter than in the regular octahedron, Fe--O bonds are 5\% longer, and the atoms vibrate at 300 K? Treat each iron atom as an independent Einstein oscillator of mass 55.85 u with a rough Einstein temperature of 300 K.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The three bounds}

Put $M_1$ at the origin and the axes along its bonds. Its vertices are $(\pm d,0,0)$, $(0,\pm d,0)$ and $(0,0,\pm d)$. Two vertices are either opposite, at distance $2d$, or adjacent, at distance $\sqrt{d^2+d^2}=\sqrt2\,d$.

Opposite vertices cannot both be shared. Being $2d$ apart, they would be opposite in the second octahedron too, and both centres would lie at their midpoint. The octahedra would then overlap. The shared set therefore contains at most one vertex from each of the three opposite pairs. It is a single vertex, two adjacent vertices (an edge), or three mutually adjacent vertices (a face).

Let the shared vertices be $V_1,\dots,V_k$ with $k=1$, 2 or 3, and let
\begin{equation}
C=\frac1k\sum_{i=1}^k V_i
\end{equation}
be the centre of the shared element. By symmetry all $V_i$ have the same distance $R$ from $C$. Let $M$ stand for either metal centre. Since $M-V_i=(M-C)-(V_i-C)$, the bond-length condition $|M-V_i|^2=d^2$ reads
\begin{equation}
|M-C|^2-2\,(M-C)\cdot(V_i-C)+R^2=d^2 .
\label{eq:bond}
\end{equation}
Average this over $i$. The middle term vanishes because $\sum_i(V_i-C)=0$, which leaves
\begin{equation}
|M-C|^2=d^2-R^2 .
\label{eq:height}
\end{equation}
Putting this back into \eqref{eq:bond} gives
\begin{equation}
(M-C)\cdot(V_i-C)=0\qquad\text{for every } i .
\label{eq:perp}
\end{equation}
So $M-C$ is perpendicular to the shared edge or face, and its length is fixed. Both centres obey \eqref{eq:height}, and the triangle inequality gives
\begin{equation}
D\le|M_1-C|+|C-M_2|=2\sqrt{d^2-R^2}.
\label{eq:bound}
\end{equation}
Equality holds when $C$ is the midpoint of $M_1M_2$.

It remains to find $R$.

\emph{Corner.} Here $C$ is the shared vertex itself, so $R=0$ and $D\le2d$.

\emph{Edge.} $R$ is half the edge length, $R=\sqrt2\,d/2=d/\sqrt2$, so
\begin{equation}
D\le2\sqrt{d^2-\tfrac12d^2}=\sqrt2\,d .
\end{equation}

\emph{Face.} Take the vertices $(d,0,0)$, $(0,d,0)$, $(0,0,d)$. Then $C=\tfrac d3(1,1,1)$ and $V_1-C=\tfrac d3(2,-1,-1)$, so
\begin{equation}
R^2=\frac{d^2}{9}(4+1+1)=\frac23d^2,\qquad
D\le2\sqrt{d^2-\tfrac23d^2}=\frac{2d}{\sqrt3}.
\end{equation}
For a face the inequality is in fact an equality. By \eqref{eq:perp}, $M-C$ is perpendicular to two independent directions in the face, so it lies along the face normal. By \eqref{eq:height} its length is $d/\sqrt3$. Just two points satisfy this, one on each side of the face. The centres are distinct, so they occupy both points, and $D=2d/\sqrt3$ without any freedom.

The decimals are rounded. Since $\sqrt2=1.41421\dots$ is slightly larger than 1.414, the strict bound for an edge is $\sqrt2\,d$.

The freedom left to the second centre shrinks as more vertices are shared. With one shared vertex it can move on a sphere of radius $d$ about that vertex, with two on a circle of radius $d/\sqrt2$ about the edge, and with three it is fixed. Non-overlap removes part of the sphere and of the circle, as part (d) shows.

\subsection*{(b) The bounds are attained}

The first octahedron is the set $|x|+|y|+|z|\le d$. In each case below a plane separates it from the second one, so the interiors do not overlap.

\emph{Corner.} Shift a copy by $(2d,0,0)$. The first octahedron has $x\le d$ and the copy has $x\ge d$. They meet in the vertex $(d,0,0)$ alone, and $D=2d$.

\emph{Edge.} Shift a copy by $(d,d,0)$. The first octahedron has $x+y\le|x|+|y|\le d$, and the copy has $x+y\ge d$. Both contain the edge from $(d,0,0)$ to $(0,d,0)$, and $D=\sqrt2\,d$.

\emph{Face.} Reflect the first octahedron in the plane $x+y+z=d$. The three vertices in that plane stay in place, and the centre moves to $\tfrac{2d}{3}(1,1,1)$. Its distance from the origin is $\tfrac{2d}{3}\sqrt3=2d/\sqrt3$.

\subsection*{(c) The angle at a shared ligand}

A shared vertex $V$ and the two centres form an isosceles triangle with two sides $d$ and base $D$. Its height from $V$ halves both the base and the apex angle $\theta$, so
\begin{equation}
D=2d\sin\frac\theta2 .
\label{eq:angle}
\end{equation}
For the corner limit $\sin(\theta/2)=1$ and $\theta=180^\circ$. For the edge limit $\sin(\theta/2)=1/\sqrt2$ and $\theta=90^\circ$. For a shared face $\sin(\theta/2)=1/\sqrt3$, hence $\cos\theta=1-2\sin^2(\theta/2)=1/3$ and $\theta=70.53^\circ$.

\subsection*{(d) The lower limit, and what a distance can tell}

The face plane $x+y+z=d$ lies at distance $d/\sqrt3$ from the origin, and by symmetry so do the other seven. Each octahedron thus contains a sphere of radius $d/\sqrt3$ about its centre. If the interiors do not overlap, neither do these spheres, and
\begin{equation}
D\ge\frac{2d}{\sqrt3}.
\label{eq:lower}
\end{equation}
This holds for every kind of sharing. A shared face is the closest approach.

Can another kind of sharing reach the same distance? Two convex bodies with disjoint interiors can be separated by a plane. If $D=2d/\sqrt3$, the two inner spheres touch, and the separating plane must be their common tangent plane. It contains a face of each octahedron, and both faces are centred on the point of contact. Two equal equilateral triangles with the same centre and one common vertex coincide. A pair at this distance that shares any vertex therefore shares a face, and for edge and corner sharing \eqref{eq:lower} is a strict inequality.

\emph{Range for an edge.} Let $\varphi$ be the angle between $M_1-C$ and $M_2-C$, seen from the edge midpoint. Both vectors have length $d/\sqrt2$, so
\begin{equation}
D=2\,\frac{d}{\sqrt2}\sin\frac\varphi2=\sqrt2\,d\,\sin\frac\varphi2 .
\end{equation}
The shared edge acts as a hinge. The two faces that meet there have outward normals along $(1,1,1)$ and $(1,1,-1)$. The cosine of the angle between the normals is $(1+1-1)/3=1/3$, so the interior angle between the faces is $180^\circ-70.53^\circ=109.47^\circ$. The centre lies on the bisector of this wedge. Two such wedges fit side by side if $\varphi\ge109.47^\circ$. At the lower end two faces coincide and the pair becomes face-sharing. Opening the hinge to $180^\circ$ takes $D$ through all values in $2d/\sqrt3<D\le\sqrt2\,d$.

\emph{Range for a corner.} Start from the face-sharing pair and turn the second octahedron by an angle $\beta$ about the face normal through one shared vertex. It stays on its own side of the face plane, so no overlap arises. The separation of the centres along the normal remains $2d/\sqrt3$. The second centre also moves sideways along a chord of a circle with radius $R=\sqrt{2/3}\,d$, by $2R\sin(\beta/2)$. Hence
\begin{equation}
D^2=\frac43d^2+\frac83d^2\sin^2\frac\beta2 .
\label{eq:twist}
\end{equation}
For $0<\beta<60^\circ$ the two triangles in the plane have one common vertex. A twist of $5^\circ$ gives $D=1.1569\,d$, hardly more than the face-sharing value. At $\beta=60^\circ$ the triangles share an edge, and \eqref{eq:twist} gives $D^2=\tfrac43d^2+\tfrac23d^2=2d^2$, the edge limit. From there to $\beta=180^\circ$ one vertex is shared again, and $D$ rises to $2d$. A corner-sharing pair exists at exactly $\sqrt2\,d$ too. Take the edge-sharing pair of part (b) and turn the second octahedron by $45^\circ$ about its bond to $(d,0,0)$. At each height $0<y<d$ the first octahedron has $x\le d-y$ and the second has $x\ge d-y/\sqrt2$, so they do not overlap, and only the vertex $(d,0,0)$ is shared. Corner-sharing pairs thus fill the whole range $2d/\sqrt3<D\le2d$.

As a numerical check, 300 octahedra of random orientation were attached to one vertex of a fixed octahedron. Of these, 177 did not overlap it, and all 177 had $D$ between $2d/\sqrt3$ and $2d$.

For two regular octahedra that share at least one ligand, the conclusions are:
\begin{itemize}
\item If $\sqrt2\,d<D\le2d$, they share a corner.
\item If $2d/\sqrt3<D\le\sqrt2\,d$, a shared face is excluded, but the distance does not decide between an edge and a corner.
\item If $D=2d/\sqrt3$, they share a face.
\end{itemize}
This is geometry alone, with the ligands treated as points. In the pair twisted by $5^\circ$, the unshared ligands of the two touching faces are only $2\sqrt2\,d\sin2.5^\circ\approx0.12\,d$ apart, far too close for real oxygen ions. The same holds at the upper end of the undecided range. In the pair turned by $45^\circ$ two unshared ligands are $0.77\,d$ apart, and a scan over the orientations of both octahedra at $D=\sqrt2\,d$ gives at best about $0.80\,d$, little more than half the edge length $1.41\,d$ (about 0.17 nm for $d=0.216$ nm). Keeping the unshared ligands a full edge length apart requires an angle of about $132^\circ$ at the shared ligand. For real oxygen ions, corner sharing of nearly regular octahedra at $D\le\sqrt2\,d$ is therefore not to be expected. Where exactly energy draws the line is a separate question.

\subsection*{(e) FeO}

With $d=0.216$ nm the bounds are
\begin{align}
\text{corner:}\quad &2\times0.216\ \text{nm}=0.432\ \text{nm},\\
\text{edge:}\quad &1.4142\times0.216\ \text{nm}=0.3055\ \text{nm},\\
\text{face:}\quad &1.1547\times0.216\ \text{nm}=0.2494\ \text{nm}.
\end{align}
The fourth decimal is kept for the comparisons below; the rough bond length does not justify it as a prediction.

In the ideal rock-salt structure iron and oxygen alternate on a simple cubic grid of spacing $d$. Two iron atoms share an oxygen when their separation is the difference of two bond vectors. If the bonds are perpendicular, the separation has the form $(\pm d,\pm d,0)$ or a permutation of it. There are $3\times4=12$ such neighbours, at $\sqrt2\,d$. The neighbour at $(d,d,0)$, for instance, shares the oxygens at $(d,0,0)$ and $(0,d,0)$, which form an edge. If the bonds are opposite, the separation is $2d$ along an axis. There are 6 such neighbours, each sharing one corner. Rock salt therefore realizes the edge and corner limits together, and it contains no shared faces.

For the pair in the film,
\begin{equation}
\frac Dd=\frac{0.380}{0.216}=1.759 ,
\end{equation}
which lies between $\sqrt2$ and 2. If the octahedra are regular, they share a corner. From \eqref{eq:angle},
\begin{equation}
\theta=2\arcsin\frac{0.380}{2\times0.216}\approx123^\circ .
\end{equation}
The connection is strongly bent compared with the straight $180^\circ$ link between corner-sharing neighbours in rock salt.

\subsection*{(f) Distortion and thermal motion}

The derivation of \eqref{eq:bound} used two facts: the bonds from both centres to the shared ligands are equal, and the shared ligands are equidistant from their mean position. Both remain true if the bonds become $gd$ and the shared O--O distances are scaled by $f$, so that $R$ becomes $fR$. Hence
\begin{equation}
D\le2\sqrt{g^2d^2-f^2R^2}.
\label{eq:dist}
\end{equation}
For small changes, differentiate $D_{\max}^2=4(d^2-R^2)$ and divide by $2D_{\max}^2$:
\begin{equation}
\frac{\delta D_{\max}}{D_{\max}}
=\frac{d^2}{d^2-R^2}\,\frac{\delta d}{d}-\frac{R^2}{d^2-R^2}\,\frac{\delta R}{R}.
\end{equation}
The two coefficients are $(1,0)$ for a corner, $(2,1)$ for an edge and $(3,2)$ for a face. Longer bonds and shorter O--O distances both raise the edge and face bounds, and the face bound is the more sensitive.

With $f=0.90$ and $g=1.05$, the full formula \eqref{eq:dist} gives for an edge
\begin{equation}
D\le2\times0.216\ \text{nm}\times\sqrt{1.1025-0.81\times0.5}=0.3608\ \text{nm}.
\end{equation}
This is 18\% above the regular value. Shorter O--O distances alone would give 0.3332 nm, and longer bonds alone 0.3353 nm. For a face both changes together give 0.3240 nm, 30\% above the regular value. The corner bound becomes 0.4536 nm.

For thermal motion, a harmonic oscillator of mass $m$ and frequency $\omega$ has $\langle u^2\rangle=(\hbar/m\omega)(\bar n+\tfrac12)$ along one axis, where $\bar n=1/(e^{\hbar\omega/k_BT}-1)$ is the mean number of quanta. With $\hbar\omega=k_B\Theta$ and $\bar n+\tfrac12=\tfrac12\coth(\Theta/2T)$,
\begin{equation}
\langle u^2\rangle=\frac{\hbar^2}{2mk_B\Theta}\coth\frac{\Theta}{2T}.
\end{equation}
For $\Theta=T=300$ K the root-mean-square displacement is 0.0056 nm. To first order the distance changes by the difference of the two displacements along the line of centres. For independent atoms the variances add, so the rms change is $\sqrt2\times0.0056\approx0.0079$ nm. Two such deviations raise the distorted edge bound to
\begin{equation}
0.3608+2\times0.0079\approx0.377\ \text{nm}<0.380\ \text{nm}.
\end{equation}
With the stated inputs the corner assignment survives, but with a margin of only about 0.003 nm, which is within the uncertainty of those inputs. The margin vanishes if the Einstein temperature is about 245 K instead of 300 K, or if $d$ is 0.218 nm instead of 0.216 nm. Two rms deviations are also not a strict limit: an edge-sharing pair at the distorted bound would reach 0.380 nm about 1\% of the time for $\Theta=300$ K and about 5\% of the time for $\Theta=200$ K. With these distortions a momentary distance of 0.380 nm favours a shared corner but does not prove it. The angle is less secure than the assignment: with bonds 5\% longer and $D$ held at 0.380 nm, \eqref{eq:angle} gives $114^\circ$ instead of $123^\circ$.

\subsection*{Use for real films}

The bond length used here is a rough value for FeO, and the distortions are chosen sizes, not measured ones. Real FeO is iron-deficient, so ions near vacancies can leave their ideal positions. In a disordered film iron need not have six oxygen neighbours, and the numerical factors $\sqrt2$ and $2/\sqrt3$ then lose their basis. What matters for a shared edge is the O--Fe--O angle $\alpha$ across it. The O--O distance is $2d\sin(\alpha/2)$, so $R=d\sin(\alpha/2)$ and \eqref{eq:bound} becomes
\begin{equation}
D\le2d\cos\frac\alpha2 .
\end{equation}
At $\alpha=90^\circ$ this is $\sqrt2\,d$. A smaller angle raises the bound and a larger one lowers it. The combined distortion in (f) corresponds to $\sin(\alpha/2)=0.90/(1.05\sqrt2)$, or $\alpha\approx75^\circ$. A distance cutoff can label a metal pair as corner-sharing only if the two metals are known to share an oxygen, because unconnected octahedra can be equally far apart. For six-coordinated pairs that do share one, the cutoff should be set from the longest bonds and smallest angles expected in the film. For the distortions assumed here it moves from 0.306 nm to 0.361 nm before thermal motion is added. The main values used in (e) and (f) are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Fe-O bond length d (rough input) = 0.216 nm
corner: largest D/d = 2.0000
corner: largest D = 0.4320 nm
corner: angle at ligand = 180.00 deg
edge: largest D/d = 1.4142
edge: largest D = 0.3055 nm
edge: angle at ligand = 90.00 deg
face: largest D/d = 1.1547
face: largest D = 0.2494 nm
face: angle at ligand = 70.53 deg
hinge angle at face contact = 109.47 deg
corner pairs tested = 300, non-overlapping = 177
twist of face pair about one vertex = 5.0 deg
twisted pair, one shared corner: D/d = 1.1569
rock salt: corner-sharing neighbours = 6
rock salt: edge-sharing neighbours = 12
rock salt: face-sharing neighbours = 0
Fe-Fe distance to classify (input) = 0.380 nm
its ratio D/d = 1.7593
Fe-O-Fe angle, regular = 123.2 deg
Fe-O-Fe angle, long bonds = 113.8 deg
shared O-O shortening (input) = 10 %
Fe-O lengthening (input) = 5 %
corner bound, short O-O = 0.4320 nm
corner bound, long Fe-O = 0.4536 nm
corner bound, both = 0.4536 nm
edge bound, short O-O = 0.3332 nm
edge bound, long Fe-O = 0.3353 nm
edge bound, both = 0.3608 nm
face bound, short O-O = 0.2930 nm
face bound, long Fe-O = 0.2852 nm
face bound, both = 0.3240 nm
temperature (input) = 300 K
Einstein temperature (rough input) = 300 K
Fe mass (input) = 55.85 u
rms Fe displacement along one axis = 0.0056 nm
rms change of Fe-Fe distance = 0.0079 nm
edge bound, both, plus 2 rms = 0.3766 nm
\end{verbatim}
